# Lead self-energies for transversely repeated supercells, built from primitive k-points

## What the repetition setting has to do

A defect in a junction usually needs a wide cell, while the perfect lead on either side has a much shorter transverse period. Some quantum-transport programs therefore offer a setting that repeats a primitive lead $N$ times across the current. If the primitive wavevectors behind this setting are chosen without regard to the wavevector of the supercell, the lead attached to the device belongs to a different boundary condition. In the threefold graphene lead treated below, that mistake changes the self-energy by 61%, measured as the largest error of any matrix element relative to the largest correct element. The matrix still has the right size, so a check of dimensions does not reveal the fault.

Treating the supercell as one large lead avoids the mistake, but the work then grows as $N^3$. The correct construction uses $N$ small calculations and introduces no further approximation.

## The lead and its conventions

The lead consists of identical layers $l=0,1,2,\ldots$ running to the right, thick enough that only adjacent layers couple. Each layer is periodic in the transverse direction, with $n$ orbitals per primitive cell. The description is a mean-field one, with a Hamiltonian $H$ and a positive definite overlap $S$. The energy is $z=E+i\eta$ with $\eta>0$. Define

$$A=zS-H,\qquad A_{01}=zS_{01}-H_{01},\qquad A_{10}=zS_{01}^\dagger-H_{01}^\dagger .$$

Here $A_{00}$ acts within a layer, $A_{01}$ couples a layer to its right neighbour, and $A_{10}$ couples it to its left neighbour. The last two are not adjoints at complex energy:

$$A_{10}-A_{01}^\dagger=(z-z^*)S_{01}^\dagger=2i\eta S_{01}^\dagger .$$

For any of these matrices, let $X_m$ be the block between primitive cell 0 and cell $m$. With phases that count whole cells, the primitive Bloch matrix is

$$X(k)=\sum_m e^{ikm}X_m ,$$

where $k$ is in radians per cell. Some programs use atomic positions in the phase, $X^{\rm pos}_{ab}(k)=e^{ik(y_b-y_a)}X_{ab}(k)$, with $y$ in units of the period. Such matrices must first be multiplied by $e^{-ik(y_b-y_a)}$ before the formulas below apply.

A supercell holds cells $I=0,\ldots,N-1$, and its wavefunctions gain a phase $e^{i\theta}$ per supercell translation. A hop from cell $I$ may end in cell $J$ of another supercell, $M$ supercells away. Summing over all such hops gives

$$X_{IJ}(\theta)=\sum_M e^{iM\theta}X_{J-I+NM}. \tag{1}$$

The sum also covers hopping that reaches further than the supercell width.

## Which primitive wavevectors belong to the supercell

A primitive Bloch wave has amplitude $e^{ikI}$ in cell $I$. Moving it by $N$ cells must produce the supercell phase, so $e^{ikN}=e^{i\theta}$ and

$$k_j=\frac{\theta+2\pi j}{N},\qquad j=0,\ldots,N-1. \tag{2}$$

To show that these waves decouple the supercell, apply (1) to one of them and set $m=J-I+NM$. As $J$ and $M$ run over their ranges, $m$ takes each integer value once. Since $J=I+m-NM$,

$$\sum_J X_{IJ}(\theta)e^{ik_jJ}
=\sum_m e^{iM\theta}e^{-ik_jNM}e^{ik_j(I+m)}X_m .$$

The first two phases cancel because $k_jN=\theta+2\pi j$. What remains is $e^{ik_jI}X(k_j)$.

The matrix $U_{Ij}=e^{ik_jI}/\sqrt N$ is unitary, because

$$\sum_I U^*_{Ij}U_{Ij'}=\frac1N\sum_I e^{2\pi i(j'-j)I/N}=\delta_{jj'} .$$

It acts on the cell index and leaves the orbitals within a cell alone. Thus $X(\theta)U=U\,{\rm diag}[X(k_j)]$, and multiplication by $U^\dagger$ from the right gives

$$X_{IJ}(\theta)=\frac1N\sum_j e^{ik_j(I-J)}X(k_j). \tag{3}$$

The same $U$ works for $A_{00}$, $A_{01}$ and $A_{10}$.

## From the matrices to the self-energy

Let $\psi_D$ be the amplitude on the last device layer and $\psi_0$ that on the first lead layer. Without a source in the lead, the lead equations give $\psi_0=-gA_{10}\psi_D$, where $g$ is the first-layer block of the inverse of $A$ for the isolated lead. The device equation contains $A_{01}\psi_0=-A_{01}gA_{10}\psi_D$. The lead therefore subtracts

$$\Sigma_R=A_{01}gA_{10} \tag{4}$$

from the device matrix. Removing the first layer of the lead leaves the same lead, so the same elimination gives $g=(A_{00}-A_{01}gA_{10})^{-1}$. For the left lead, $A_{01}$ and $A_{10}$ change places.

The nonlinear equation for $g$ may have several solutions, but the inverse that defines $g$ is unique. For any normalizable lead vector $\psi$,

$${\rm Im}\langle\psi|A|\psi\rangle=\eta\langle\psi|S|\psi\rangle>0 .$$

With the eigenvalues of $S$ bounded away from zero, $A$ has a bounded inverse. Applying $U$ in every layer splits the whole semi-infinite lead into $N$ independent leads, one for each $k_j$. Its inverse splits in the same way, and so do the surface block $g$ and the product (4). Hence

$$\boxed{\Sigma_{IJ}(z,\theta)=\frac1N\sum_{j=0}^{N-1}e^{ik_j(I-J)}\Sigma(z,k_j)} \tag{5}$$

The $N$ wavevectors are the complete set allowed by the supercell, so $N$ is not a sampling parameter to be converged. The mesh in $\theta$ is one, and it remains to be converged.

For a repetition $N_1\times N_2$ in two transverse directions, the product of two such unitary matrices decouples the lead. Equation (5) then has the prefactor $1/(N_1N_2)$, a sum over all pairs $(k_{j_1},k_{j_2})$, and one phase factor for each direction.

## Storage and symmetry

Equation (5) depends on the cells through $d=I-J$ alone. Call the block $B_d$. Since $e^{-ik_jN}=e^{-i\theta}$,

$$B_{d-N}=e^{-i\theta}B_d . \tag{6}$$

It is enough to store $B_0,\ldots,B_{N-1}$.

If the orbitals and their real-space matrices are real, as in a spinless lead without a magnetic field, then $A_{00}(-k)=A_{00}(k)^T$ and $A_{01}(-k)=A_{10}(k)^T$. The matrix of the whole isolated lead at $-k$ is thus the transpose of the one at $k$. The same holds for its inverse and for the first-layer block of that inverse, so $g(-k)=g(k)^T$ and

$$\Sigma(-k)=A_{10}(k)^Tg(k)^TA_{01}(k)^T=\Sigma(k)^T .$$

At $\theta=0$ or $\pi$, the set (2) contains $-k_j$ with every $k_j$, up to multiples of $2\pi$. One small calculation then serves each pair of distinct wavevectors $k_j$ and $-k_j$. At a general $\theta$ the set is not symmetric, and all $N$ are needed.

## Computing each surface Green function

Decimation removes every second layer repeatedly. Let $e$ be the current matrix within a bulk layer, and let $a$ and $b$ be the couplings to the right and left. They start as $A_{00}$, $A_{01}$ and $A_{10}$. In an odd layer without a source,

$$\psi_l=-e^{-1}(b\psi_{l-1}+a\psi_{l+1}).$$

Insert this into the equation of an even layer, $b\psi_{l-1}+e\psi_l+a\psi_{l+1}=0$. Collecting the terms in $\psi_l$, $\psi_{l+2}$ and $\psi_{l-2}$ gives

$$e'=e-ae^{-1}b-be^{-1}a,\qquad a'=-ae^{-1}a,\qquad b'=-be^{-1}b .$$

The first layer of a right lead has a neighbour on one side, so its matrix changes as $e_s'=e_s-ae^{-1}b$. When $a$ and $b$ have become negligible, $g=e_s^{-1}$. After $p$ steps they connect layers that were originally $2^p$ apart, and a positive $\eta$ makes this connection decay.

One step costs of order $(Nn)^3$ operations for the whole supercell and $Nn^3$ for the primitive set, a ratio of $N^2$. Filling the dense matrix (5) from its $N$ distinct blocks costs of order $N^2n^2$.

## A threefold graphene lead

Take a graphene sheet with one $p_z$ orbital per atom and current along the armchair direction. The transverse period is 0.246 nm and a layer is 0.426 nm long, with four atoms per primitive cell. The rough parameters are a nearest-neighbour hopping $t=-3.0$ eV and overlap $s=0.1$. The energy is $E=0.5$ eV above the Dirac point, and $\eta=10^{-5}$ eV.

One bond per primitive cell crosses from one layer to the next. The self-energy thus has a single nonzero element per $k$, on the atom at the end of that bond. For $N=3$ and $\theta=0.3$, decimation gives:

| $k_j$ (rad/cell) | $\Sigma(k_j)$ (eV) |
|---:|---:|
| 0.10000 | $-0.16926$ |
| 2.19440 | $1.81210-2.45336i$ |
| 4.28879 | $-1.40501-2.70706i$ |

The bands show which wavevectors give an imaginary part. At transverse wavevector $k$, an atom has one neighbour along the current and two displaced sideways by half a period. The sum of their Bloch phases has modulus $|f|=|1+2\cos(k/2)e^{i\varphi}|$, where $\varphi$ is a longitudinal phase. The two-sublattice equation is $E^2=(Es-t)^2|f|^2$, so a propagating wave needs

$$|f|=\frac{0.5}{0.05+3.0}=0.164 .$$

The smallest available $|f|$ is $|1-2|\cos(k/2)||$. It is 0.998 at the first wavevector, where the lead has no propagating wave and $\Sigma$ is real to the digits shown. At the other two it is 0.088 and 0.085, and a channel is open.

The diagonal block is the mean:

$$B_0=\frac{(-0.16926+1.81210-1.40501)-i(2.45336+2.70706)}3
=0.0793-1.7201i\ {\rm eV}.$$

For neighbouring cells, each term is first multiplied by $e^{ik_j}$:

$$B_1=\frac{(-0.1684-0.0169i)+(0.9334+2.9037i)+(-1.8903+2.3936i)}3 ,$$

which is $-0.3751+1.7601i$ eV. In the same way $B_2=-0.0364-0.0774i$ eV. Direct decimation of the twelve-orbital supercell gives the same three elements to five decimal places. Over the full matrix, the largest difference is $10^{-12}$ of the largest element.

Equation (6) supplies the opposite off-diagonal block, $B_{-1}=e^{-0.3i}B_2=-0.058-0.063i$ eV. It is very different from $B_1^*$, because a self-energy with open channels is not Hermitian. Filling one triangle by conjugation would be wrong.

## Settings that break the construction

**Omitting the supercell phase.** Using $k_j=2\pi j/N$ at $\theta=0.3$ gives the 61% error quoted at the start. A program that samples $\theta$ needs, for every supercell wavevector, the primitive set that belongs to it.

**Conjugating the coupling at complex energy.** Replacing $A_{10}$ by $A_{01}^\dagger$ in (4) does little harm at small $\eta$, but integration of the density can use large imaginary energies. At $z=0.5+1i$ eV the crossing bond has $A_{10}=3.05+0.1i$ eV, and the replacement changes it by $2\eta s=0.2$ eV in modulus. The expected relative error, $0.2/3.05=0.066$, is the error found in the computed self-energy.

**Assuming a periodic contact.** The device may be disordered, but (5) needs the coupling between device and lead to have the primitive period. If only the coupling lacks it, unfold $g$ instead and use $\Sigma=\tau g\tau'$ with the true couplings $\tau$ and $\tau'$ out of and back into the device.

As an example, halve both hopping and overlap of the crossing bond in one of the three cells. That cell's diagonal block should fall to one quarter, since the coupling enters twice. Keeping the periodic self-energy leaves that block wrong by three quarters of its periodic value. At $\eta=0.2$ eV the largest error is 0.750 of the largest correct element, as found by inverting a stack of one device layer and 100 lead layers, which yields the self-energy without decimation. The form $\tau g\tau'$ agrees with the stack to a relative $4\times10^{-13}$.

**Using it for a strip.** A lead of finite width with open edges lacks the wrap-around terms in (1), so the waves of (2) do not decouple it. A lead whose atoms or potential have a longer transverse period needs that longer cell as its primitive cell.

## An impurity in a twelvefold cell

With the device matrix $A_D$, the Green function and transmission are

$$G=(A_D-\Sigma_L-\Sigma_R)^{-1},\qquad
T={\rm Tr}[\Gamma_LG\Gamma_RG^\dagger],\qquad
\Gamma=i(\Sigma-\Sigma^\dagger).$$

For a perfect device every factor is block-diagonal in $k_j$, so $T(\theta)=\sum_jT(k_j)$. An impurity mixes these channels, but the lead self-energies are unchanged.

Let the device be one layer of a twelvefold supercell, 2.952 nm wide, and shift the on-site energy of one atom by $-5$ eV. This is a model impurity, repeated in a row across the sheet. At $\theta=0.7$ and $E=0.5$ eV, two channels are open in the clean sheet and the impurity lowers $T$ to 1.969. At 2.0 eV, six channels give 5.478. Unfolded and directly decimated self-energies give the same transmission to six decimals.

The average over $\theta$ uses 160 midpoints between 0 and $\pi$. Half the range suffices here. Time reversal gives $G(-\theta)=G(\theta)^T$, which turns $T(-\theta)$ into the transmission in the opposite direction at $\theta$. For two leads and $\eta\to0$, flux conservation makes the two directions equal.

The clean average is 1.450 channels per supercell, as the band condition predicts. Channels are open where $|1-2|\cos(k/2)||\le0.164$, which gives two windows of width 0.380 in $k$. The mean number is $12\times2\times0.380/2\pi=1.45$. With the impurity the average is 1.389, a ratio of 0.958. Going from 80 to 160 points moves this ratio by $-0.0014$.

Including spin, the clean conductance per width is

$$\frac{2e^2}{h}\frac{1.450}{2.952\ {\rm nm}}=38\ {\rm mS}/\mu{\rm m},$$

and the impurity row lowers it to 36 mS/$\mu$m.

In this example the form of the impurity potential, meaning its strength and range together, matters more than second-neighbour hopping or temperature. The impurity spacing also has an effect. The mesh in $\theta$ leaves an uncertainty of about 0.002 in the changes of the ratio:

- Adding 20% of the shift to each of the three neighbours, with the central shift fixed, lowers the ratio by 0.025. The loss rises from 4.2% to 6.7%. This also raises the summed shift from $-5$ to $-8$ eV. If all four shifts are scaled down together until their sum is $-5$ eV, the loss is instead about 2.2%, below that of the single-site impurity.
- A second-neighbour hopping of $-0.1$ eV lowers the ratio by 0.004, with the energy held 0.5 eV above the displaced Dirac point. The ratio with this hopping is 0.954 on 160 points and 0.953 on 1000 points, so the last digit of this change is not converged.
- Thermal averaging at 300 K, with the chemical potential fixed at 0.5 eV, produces no change above the mesh shift.
- Doubling the spacing changes the loss per impurity from 0.061 to 0.052 channels when both cases use the same spacing of primitive wavevectors, and from about 0.060 to 0.055 on a much finer mesh. The impurities in the row therefore do not scatter independently, and 0.061 is not the loss of an isolated impurity.

The hopping and overlap are of the usual size for graphene, but the energy is high. The half-width of a window, $q=0.190/0.246=0.77$ nm$^{-1}$, corresponds to a carrier density $q^2/\pi\approx1.9\times10^{13}$ cm$^{-2}$, well above the rough $10^{12}$ cm$^{-2}$ of moderate gating. Real devices also have metal contacts and scattering along the channel, both absent here. In the simple incoherent picture, where transmission is $\lambda/(\lambda+L)$, a channel length $L$ equal to the backscattering length $\lambda$ would halve the clean conductance.

## Choosing the settings

Choose $N$ from the device: it must be wide enough for the defect, and the lead must match its width. For a fixed spacing of primitive wavevectors, the number of $\theta$ points can fall as $1/N$. In the comparison of impurity spacings, 160 points for $N=12$ and 80 for $N=24$ give the same primitive spacing. This fixes the sampling of the clean lead, but convergence with a defect still has to be examined.

The unfolded route gains most for wide cells. For $N=48$, both routes needed 23 decimation steps. One machine took 561 ms for the direct route and 9.7 ms for the unfolded one, including its Bloch sums and the filling of the matrix. The factor of 58 is far below the operation ratio $48^2=2304$ of the decimation steps, so that ratio should not be used to predict run times at this size.
